The CISD gradient on Hartree–Fock orbitals and its Z-vector equation, part 1

(Sections cited here and not found follow in the second part.)

## The energy derivative and the orbital Lagrangian

Stretch the bond of a BH molecule beyond its equilibrium length and the hydrogen atom is pulled back. With the nuclei treated as fixed point charges, the force along the bond is minus the derivative of the molecular energy with respect to the bond length x. Suppose that the energy is computed by configuration interaction with single and double excitations (CISD), built on Hartree–Fock orbitals. When the hydrogen nucleus moves, three things change: the integrals over atomic basis functions, the molecular orbitals, and the CI coefficients. Recomputing the energy at several bond lengths captures all three changes, but this must be repeated for every nuclear coordinate. An analytic derivative has to establish which of the changes really need to be followed.

The two sets of wavefunction parameters have different status. The CI coefficients make the CISD energy stationary. The orbitals make a different energy stationary, that of the single Hartree–Fock determinant. A first-order change of the coefficients therefore leaves the CISD energy unchanged to first order, whereas a first-order change of the orbitals in general does not.

Consider a closed-shell molecule with real restricted Hartree–Fock orbitals φ_p and all electrons correlated. The indices i, j, k denote occupied orbitals, a, b virtual orbitals, and p, q, r, s, t any orbital. Atomic units are used. With the spin-summed operators E_pq = Σ_σ a†_pσ a_qσ, the Hamiltonian is

H = Σ_pq h_pq E_pq + ½ Σ_pqrs (pq|rs)(E_pq E_rs − δ_qr E_ps) + V_nn.   (1)

Here h_pq contains the kinetic energy and the attraction to the nuclei, (pq|rs) is the Coulomb repulsion between the charge distributions φ_pφ_q and φ_rφ_s, and V_nn is the nuclear repulsion. The CISD state is Ψ = Σ_I c_I Φ_I, where I runs over the Hartree–Fock reference and all its singlet single and double excitations. For normalized coefficients, define the density matrices

γ_pq = ⟨Ψ|E_pq|Ψ⟩,
Γ_pqrs = ⟨Ψ|E_pq E_rs − δ_qr E_ps|Ψ⟩.   (2)

The expectation value of (1) is then

E = Σ_pq γ_pq h_pq + ½ Σ_pqrs Γ_pqrs (pq|rs) + V_nn.   (3)

Three symmetries are needed below. Since the state is real, γ_pq = γ_qp and Γ_pqrs = Γ_qpsr. Since the electrons of a pair can be exchanged, Γ_pqrs = Γ_rspq.

The coefficients can be dealt with at once. Let **H** be the matrix of the Hamiltonian in the configurations Φ_I, for given integrals and orbitals. The energy as a function of an arbitrary coefficient vector is the Rayleigh quotient

E(c) = cᵀ**H**c / cᵀc.

Differentiating numerator and denominator, with **H** symmetric, gives

∂E/∂c_I = 2(**H**c)_I/(cᵀc) − 2c_I(cᵀ**H**c)/(cᵀc)²
        = 2[(**H**c)_I − E c_I]/(cᵀc).   (4)

The CI equations **H**c = Ec make this vanish for every I. In the chain rule for dE/dx, the coefficient derivative dc_I/dx appears multiplied by ∂E/∂c_I, which is zero. It need not be computed. This argument requires a root that can be followed smoothly, which is assured when the root is nondegenerate; it does not require the root to be the lowest.

The coefficients do change with geometry. To see what freezing them costs, let c(x) be the normalized optimal vector at displacement x, and write the old vector as c(0) = c(x) + δ, where δ is of first order in x. Because **H**(x) − E(x) annihilates c(x) from either side,

c(0)ᵀ**H**(x)c(0) − E(x) = c(0)ᵀ[**H**(x) − E(x)]c(0)
                      = δᵀ[**H**(x) − E(x)]δ.   (5)

The excess energy is quadratic in δ and therefore of second order in x. For the lowest root it cannot be negative.

BH at a bond length of 2.60 bohr, in the cc-pVDZ basis, illustrates the quadratic law. Boron is at the origin, hydrogen is on the positive z axis, and x is the bond length. There are 3 occupied and 16 virtual orbitals. The Hartree–Fock energy is −25.119277 hartree and the CISD energy is −25.207521 hartree, so the correlation energy within this model is −0.088244 hartree. If the hydrogen is displaced by 0.01 bohr with the coefficients frozen and the orbitals relaxed, the excess energy, averaged over the two directions, is 4.637 × 10⁻⁶ hartree. For 0.02 bohr it is 1.855 × 10⁻⁵ hartree. The ratio is 4.000, as expected for a quadratic law. In this comparison the displaced orbitals are rotated within the occupied space and within the virtual space so that they follow the original ones. Otherwise a frozen coefficient could be attached to a different configuration merely because an orbital had been relabelled or mixed with a degenerate partner. The rotations are chosen by comparing the orbital coefficients in the overlap metric of the undisplaced molecule. Another way of following the orbitals can change δ at first order and therefore the size of the excess, but not its quadratic dependence on the displacement.

The orbital change requires more work. The molecular orbitals are combinations of atomic basis functions, φ_p = Σ_μ χ_μ C_μp, and the functions χ_μ centred on hydrogen move with the nucleus. The square matrix C is invertible, so its derivative can be expanded in its own columns:

dC/dx = CU.   (6)

The element U_rp is the amount of orbital r mixed into orbital p per unit displacement. A superscript (x) will denote a skeleton derivative: the integrals over atomic functions are differentiated, including the motion of these functions and of the nuclear charges, and then transformed with C held fixed. The one-electron integrals then change according to

dh_pq/dx = h_pq^(x) + Σ_r (U_rp h_rq + U_rq h_pr).   (7)

The two-electron integrals obey the same rule with four terms, one for each orbital:

d(pq|st)/dx = (pq|st)^(x) + Σ_r [U_rp(rq|st) + U_rq(pr|st)
                          + U_rs(pq|rt) + U_rt(pq|sr)].   (8)

Insert (7) into the derivative of (3). In the second orbital term, exchange the names p and q and use the symmetry of γ and h. It becomes equal to the first, so the one-electron contribution is

2 Σ_rp U_rp Σ_q h_rq γ_pq.

For the two-electron part, start with the second term in (8), multiplied by Γ_pqst. Exchanging p with q and s with t turns it into Γ_qpts U_rp (qr|ts), which equals Γ_pqst U_rp (rq|st), the first term. In the third and fourth terms, exchange the pair (p,q) with the pair (s,t). The symmetry under electron exchange turns them into the first and second terms. All four contributions are equal, and the prefactor ½ becomes 2. The orbital part of the derivative is therefore

(dE/dx)_orb = 2 Σ_rp U_rp F_rp,   (9)

with

F_rp = Σ_q h_rq γ_pq + Σ_qst (rq|st) Γ_pqst.   (10)

The matrix F is the orbital Lagrangian, also called the generalized Fock matrix. It is built from the correlated densities and is in general not symmetric.

The elements of U are not all independent, because the orbitals must remain orthonormal. Differentiating CᵀSC = 1, where S is the overlap matrix of the atomic functions, gives

S_pq^(x) + U_pq + U_qp = 0.   (11)

The symmetric part of U is thus fixed by the moving basis, while its antisymmetric part κ = ½(U − Uᵀ) describes a genuine rotation among the orbitals:

U = −½S^(x) + κ,   κᵀ = −κ.   (12)

Now insert (12) into (9). The first part gives −Σ_rp S_rp^(x) F_rp. Since S^(x) is symmetric, it selects the symmetric part of F,

W = ½(F + Fᵀ),

and gives −Σ_pq W_pq S_pq^(x). In the second part, 2Σ_rp κ_rp F_rp, exchange the summation names in half of the sum and use κ_pr = −κ_rp. The result is

2 Σ_rp κ_rp F_rp = Σ_rp κ_rp (F_rp − F_pr) = Σ_{r>p} Λ_rp κ_rp,   (13)

Λ = 2(F − Fᵀ).   (14)

The final factor 2 in Λ appears because the pairs (r,p) and (p,r) contribute equally to the unrestricted sum. The symmetric part of the Lagrangian meets the change of metric, and the antisymmetric part meets the rotation of the orbitals.

Equation (13) also gives Λ a direct meaning. Rotate the orbitals at a fixed geometry to C exp(tX), with X antisymmetric, and keep the CI coefficients fixed. The energy then changes at the rate Σ_{r>p} Λ_rp X_rp at t = 0. For a randomly chosen X that mixes all orbitals of BH, differentiating the energy numerically gives −0.0007882 hartree, and the formula gives the same value to the digits shown.

Many elements of Λ vanish. Rotated orbitals with fixed coefficients describe the state exp(tX̂)Ψ, where X̂ = Σ_rp X_rp E_rp is anti-Hermitian. The slope of the energy at t = 0 is

⟨Ψ|HX̂ − X̂H|Ψ⟩ = 2⟨Ψ|HX̂|Ψ⟩ = 2⟨Ψ|(H − E)X̂|Ψ⟩.   (15)

The first equality holds because the matrix elements are real and X̂† = −X̂. The second holds because the expectation value of a real anti-Hermitian operator in a real state is zero.

Take a rotation between two occupied orbitals, X̂ = E_ij − E_ji. Acting on the reference it gives zero, because it would place an electron in an orbital that is already full. Acting on an excited configuration, it moves an electron within the occupied set and leaves the number of electrons in virtual orbitals unchanged. Singles remain singles and doubles remain doubles. Hence X̂Ψ lies inside the CISD space. The CI equations state that (H − E)Ψ has no component in that space, so (15) vanishes. The same reasoning applies to E_ab − E_ba, which moves electrons within the virtual set. Therefore

Λ_ij = 0,   Λ_ab = 0.   (16)

For BH the largest elements of these blocks are 4 × 10⁻⁹ and 2 × 10⁻⁹ hartree, zero to the convergence of the calculation.

A rotation between a virtual and an occupied orbital behaves differently. Take X̂ = E_ai − E_ia. The operator E_ia lowers the excitation level or gives zero, so E_iaΨ stays in the CISD space and contributes nothing to (15). The operator E_ai raises the level by one. Acting on the reference and on the singles, it also stays in the space. Acting on the doubles part Ψ_D, it produces triples, which lie outside. What survives is

Λ_ai = 2⟨Ψ|H E_ai|Ψ_D⟩,   (17)

where the term with E has dropped out because triples are orthogonal to Ψ. The reference cannot couple to triples through a Hamiltonian that moves at most two electrons, so the bra contributes its singles and doubles only. Each term in (17) is then a product of two coefficients of excited configurations. When correlation is weak and these coefficients are small, the source is small to at least second order in them. The matrix elements that couple to triples arise only from the difference between H and the sum of one-electron Fock operators, because f_ai = 0 for Hartree–Fock orbitals. If that difference is scaled by λ, the doubles coefficients are of order λ and the source is of order λ³.

Two limits follow. For a molecule with two electrons there are no triples, CISD is the full CI in the given basis, and Λ_ai is zero. The orbitals then need no response. If correlation is switched off, Ψ_D = 0 and the source vanishes again, as it must for Hartree–Fock orbitals used with the Hartree–Fock energy. For BH, with six electrons, the largest virtual-occupied element of Λ is 0.00478 hartree, far above the residual values in the other two blocks.

The result depends on the correlated space being closed under the rotations in question. If the boron 1s orbital is excluded from the excitations, a rotation between this core orbital and an occupied valence orbital can fill a valence hole from the core. The resulting configuration has a core hole and is missing from the CI expansion. The corresponding core-valence element of Λ then reaches 0.0188 hartree. A frozen-core gradient must include this additional orbital response, so the formulas below apply when all electrons are correlated.

The CI coefficients need not be followed for the first derivative, and when all electrons are correlated, the only orbital rotations that matter are those between occupied and virtual orbitals. It remains to find how these rotations respond to the nuclear motion and to assemble the complete gradient.
